# Megasonic transmission through a silicon wafer and its half-wave transparency: test program

```python
"""Sound transmission through a silicon wafer in water.

Result under test, for normal incidence and no loss:
    T(f) = 1 / (1 + M^2 sin^2(2 pi f d / c2)),  M = (Z2/Z1 - Z1/Z2)/2,
with first nonzero transparent frequency f1 = c2/(2 d).
T: transmitted intensity fraction; d: wafer thickness; c2: longitudinal
speed in silicon along [001]; Z1, Z2: impedances (density times speed)
of water and silicon. Time factor exp(-i omega t). SI units inside.
Material constants are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

thickness = 0.775e-3
drive = 1.0e6
rho_w, c_w = 1000.0, 1480.0
rho_si = 2330.0
C11, C12, C44 = 166e9, 64e9, 80e9
Z_w = rho_w * c_w
c_si = np.sqrt(C11 / rho_si)
Z_si = rho_si * c_si
ratio = Z_si / Z_w
M = (ratio - 1 / ratio) / 2
N = (ratio + 1 / ratio) / 2


def formula_T(f, d=thickness, z_liquid=Z_w):
    q = Z_si / z_liquid
    contrast = (q - 1 / q) / 2
    return 1 / (1 + (contrast * np.sin(2 * np.pi * f * d / c_si))**2)


def integrate_waves(f, inverse_Q=0.0):
    """Incident and reflected amplitudes for a unit transmitted wave,
    by numerical integration of the equations of motion in the wafer."""
    omega = 2 * np.pi * f
    stiffness = C11 * (1 - 1j * inverse_Q)
    inertia = 1j * omega * rho_si * thickness / Z_w
    compliance = 1j * omega * thickness * Z_w / stiffness
    sol = solve_ivp(lambda s, y: [inertia * y[1], compliance * y[0]],
                    (1.0, 0.0), np.array([1.0 + 0j, 1.0 + 0j]),
                    method="DOP853", rtol=1e-10, atol=1e-12)
    p, w = sol.y[:, -1]
    return (p + w) / 2, (p - w) / 2


# Transmission law and energy balance against direct integration
f_half = c_si / (2 * thickness)
for f in (0.3e6, drive, 0.5 * f_half, 4.1e6, f_half, 6.3e6):
    inc, ref = integrate_waves(f)
    assert abs(1 / abs(inc)**2 - formula_T(f)) < 1e-7
    assert abs(abs(inc)**2 - abs(ref)**2 - 1) < 1e-6

# First zero of the reflected wave, and the deepest minimum, by a scan
scan = np.arange(0.25e6, 7.01e6, 0.25e6)
waves = [integrate_waves(f) for f in scan]
reflected = np.array([b.imag for a, b in waves])
first = np.where(reflected[:-1] * reflected[1:] < 0)[0][0]
f_found = brentq(lambda f: integrate_waves(f)[1].imag,
                 scan[first], scan[first + 1])
assert abs(f_found / f_half - 1) < 1e-7
T_min = 1 / (1 + M**2)
assert min(1 / abs(a)**2 for a, b in waves) > T_min - 1e-8
assert abs(1 / abs(integrate_waves(f_half / 2)[0])**2 - T_min) < 1e-8

# Half-power width of the transparent band
half_width = f_half * np.arcsin(1 / M) / np.pi
for f in (f_half - half_width, f_half + half_width):
    assert abs(1 / abs(integrate_waves(f)[0])**2 - 0.5) < 1e-6

# Explicit sum of echoes inside the wafer
r_face = (Z_si - Z_w) / (Z_si + Z_w)
T_face = 4 * Z_si * Z_w / (Z_si + Z_w)**2


def echo_sums(f, count=200):
    kd = 2 * np.pi * f * thickness / c_si
    n = np.arange(count)
    terms = T_face * np.exp(1j * kd) * (r_face**2 * np.exp(2j * kd))**n
    return np.cumsum(terms)


for f in (drive, 3.3e6, f_half):
    direct = 1 / abs(integrate_waves(f)[0])**2
    assert abs(abs(echo_sums(f)[-1])**2 - direct) < 1e-7
build = np.abs(echo_sums(f_half))**2
trips = int(np.argmax(build > 0.99))
build_time = trips * 2 * thickness / c_si


# Rigid-mass limit at low frequency
def mass_term(f):
    return (2 * np.pi * f * rho_si * thickness / (2 * Z_w))**2


low = abs(integrate_waves(5e4)[0])**2 - 1
assert abs(mass_term(5e4) / low - 1) < 0.02
T_mass = 1 / (1 + mass_term(drive))

# Loss in silicon at the half-wave frequency
Q_si = 1000.0
a_loss = np.pi / (2 * Q_si)
T_lossy = 1 / (np.cosh(a_loss) + N * np.sinh(a_loss))**2
T_lossy_direct = 1 / abs(integrate_waves(f_half, 1 / Q_si)[0])**2
assert abs(T_lossy - T_lossy_direct) < 1e-4


def tilted_plate(f, angle_deg):
    """Reflection and transmission of a cubic (001) plate, incidence in
    a (010) plane; wavenumbers are in units of omega/c_w."""
    s, co = np.sin(np.radians(angle_deg)), np.cos(np.radians(angle_deg))
    a11, a12, a44 = np.array([C11, C12, C44]) / (rho_si * c_w**2)
    b11, b12 = C11 / (rho_w * c_w**2), C12 / (rho_w * c_w**2)
    A, B = a11 * s**2 - 1, a44 * s**2 - 1
    q2 = np.roots([a11 * a44,
                   a11 * A + a44 * B - (a12 + a44)**2 * s**2, A * B])
    roots = np.sqrt(q2.astype(complex))
    matrix = np.zeros((6, 6), complex)
    for j, q in enumerate(np.concatenate([roots, -roots])):
        u = np.array([-(a12 + a44) * s * q, A + a44 * q**2])
        ux, uz = u / np.linalg.norm(u)
        phase = np.exp(1j * q * 2 * np.pi * f * thickness / c_w)
        normal = 1j * (b12 * s * ux + b11 * q * uz)
        shear = q * ux + s * uz
        matrix[:, j] = [normal, shear, uz,
                        normal * phase, shear * phase, uz * phase]
    matrix[0, 4], matrix[2, 4] = 1, 1j * co
    matrix[3, 5], matrix[5, 5] = 1, -1j * co
    rhs = np.array([-1, 0, 1j * co, 0, 0, 0], complex)
    answer = np.linalg.solve(matrix, rhs)
    return answer[4], answer[5]


for f in (drive, f_half):
    assert abs(abs(tilted_plate(f, 0.01)[1])**2 - formula_T(f)) < 1e-3
    for angle in (1, 3, 5, 20, 35):
        r, t = tilted_plate(f, angle)
        assert abs(abs(r)**2 + abs(t)**2 - 1) < 1e-8
angles = np.arange(20.013, 60, 0.05)
T_angles = np.array([abs(tilted_plate(drive, x)[1])**2 for x in angles])
best = int(np.argmax(T_angles))
assert 0 < best < len(angles) - 1 and T_angles[best] > 0.9

# Weak reflector behind the wafer: bounds against an impedance scan
T_drive = formula_T(drive)
r_abs = np.sqrt(1 - T_drive)
g = 0.1
net_low = T_drive * (1 - g**2) / (1 + r_abs * g)**2
net_high = T_drive * (1 - g**2) / (1 - r_abs * g)**2
gamma = g * np.exp(1j * np.linspace(0, 2 * np.pi, 4001))
Z_load = Z_w * (1 + gamma) / (1 - gamma)
kd_drive = 2 * np.pi * drive * thickness / c_si
tan_kd = np.tan(kd_drive)
Z_in = Z_si * (Z_load - 1j * Z_si * tan_kd) / (Z_si - 1j * Z_load * tan_kd)
net = 1 - abs((Z_in - Z_w) / (Z_in + Z_w))**2
assert abs(net.min() - net_low) < 1e-6
assert abs(net.max() - net_high) < 1e-6

# Resonant gas bubble: linear response against the full radial equation
p0, tension, viscosity = const.atm, 0.072, 1.0e-3
omega = 2 * np.pi * drive
R_bub = brentq(lambda R: 3 * p0 + 4 * tension / R - rho_w * (omega * R)**2,
               5e-7, 2e-5)
damping = 4 * viscosity / (rho_w * R_bub**2)
P_test = 10.0
linear_amp = P_test / (rho_w * R_bub**2 * damping * omega)


def bubble(tau, y):
    x, v = y
    force = ((p0 + 2 * tension / R_bub) / x**3 - p0 - P_test * np.sin(tau)
             - 2 * tension / (R_bub * x) - 4 * viscosity * omega * v / x)
    return [v, (force / (rho_w * (omega * R_bub)**2) - 1.5 * v**2) / x]


end = 2 * np.pi * 60
motion = solve_ivp(bubble, (0, end), [1.0, 0.0], method="DOP853",
                   t_eval=np.linspace(end - 2 * np.pi, end, 801),
                   rtol=1e-9, atol=1e-11)
assert motion.success
assert abs(np.ptp(motion.y[0]) / 2 / linear_amp - 1) < 3e-3
gas_fraction, path = 1e-9, 0.1
number = gas_fraction / (4 / 3 * np.pi * R_bub**3)
bubble_compliance = 4 * np.pi * R_bub / (rho_w * (-1j * omega * damping))
k_mix = omega * np.sqrt(rho_w * (1 / (rho_w * c_w**2)
                                 + number * bubble_compliance))
bubble_loss = 1 - np.exp(-2 * k_mix.imag * path)

# Pressures and remaining corrections
intensity = 1.0e4
p_inc = np.sqrt(2 * intensity * Z_w)
inc, ref = integrate_waves(drive)
z = np.linspace(-c_w / drive, 0, 4001)
k_w = omega / c_w
front = abs(np.exp(1j * k_w * z) + ref / inc * np.exp(-1j * k_w * z))
p_front = p_inc * front.max()
assert abs(front.max() - 1 - r_abs) < 1e-5
absorption = 25e-15
water_loss = [1 - np.exp(-2 * absorption * f**2 * path)
              for f in (drive, f_half)]
tolerance = 0.020e-3
hot_rho, hot_c = 983.0, 1550.0
soft_rate, heating = -8e-5, 40.0
soft_shift = np.sqrt(1 + soft_rate * heating) - 1
energy = const.h * f_half / const.e


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Wafer thickness", thickness * 1e3, "mm")
show("Drive frequency", drive / 1e6, "MHz")
show("Water density", rho_w, "kg/m3")
show("Water sound speed", c_w, "m/s")
show("Silicon density", rho_si, "kg/m3")
print(f"Silicon C11, C12, C44: {C11/1e9:.0f}, {C12/1e9:.0f}, "
      f"{C44/1e9:.0f} GPa")
show("Silicon longitudinal speed", c_si, "m/s")
show("Water impedance", Z_w / 1e6, "MPa s/m")
show("Silicon impedance", Z_si / 1e6, "MPa s/m")
show("Impedance ratio Z2/Z1", ratio)
show("Contrast M", M)
show("Wavelength in silicon at 1 MHz", c_si / drive * 1e3, "mm")
show("Phase kd at 1 MHz", kd_drive, "rad")
show("sin(kd) at 1 MHz", np.sin(kd_drive))
show("Transmission T at 1 MHz", 100 * T_drive, "%")
show("Transmission level at 1 MHz", 10 * np.log10(T_drive), "dB")
show("Reflection at 1 MHz", 100 * (1 - T_drive), "%")
show("Rigid-mass estimate of T at 1 MHz", 100 * T_mass, "%")
show("One-face intensity transmission", 100 * T_face, "%")
show("Square of one-face transmission", 100 * T_face**2, "%")
show("Half-wave frequency, formula", f_half / 1e6, "MHz", 5)
show("Half-wave frequency, root search", f_found / 1e6, "MHz", 5)
show("Half-wave quantum energy", energy, "eV")
show("Frequency of least transmission", f_half / 2e6, "MHz")
show("Least transmission", 100 * T_min, "%")
show("Half-power full width", 2 * half_width / 1e6, "MHz")
show("Round trips to reach 99 % at half-wave", trips)
show("Build-up time to 99 %", build_time * 1e6, "us", 3)
show("Incident intensity", intensity / 1e4, "W/cm2")
show("Transmitted intensity", intensity * T_drive / 1e4, "W/cm2", 3)
show("Incident pressure amplitude", p_inc / 1e3, "kPa", 3)
show("Peak front-side pressure amplitude", p_front / 1e3, "kPa", 3)
show("Transmitted pressure amplitude", p_inc * np.sqrt(T_drive) / 1e3,
     "kPa", 3)
show("Atmospheric pressure", p0 / 1e3, "kPa", 3)
for sign in (-1, 1):
    d_new = thickness + sign * tolerance
    print(f"Thickness {d_new*1e3:.3f} mm: T(1 MHz) = "
          f"{100*formula_T(drive, d_new):.2f} %, half-wave = "
          f"{c_si/(2*d_new)/1e6:.3f} MHz")
print(f"Water at 60 C ({hot_rho:.0f} kg/m3, {hot_c:.0f} m/s): T(1 MHz) = "
      f"{100*formula_T(drive, z_liquid=hot_rho*hot_c):.2f} %")
print(f"Silicon {heating:.0f} K warmer (C11 slope {soft_rate:.0e} per K): "
      f"half-wave shift = {100*soft_shift:.2f} %")
print(f"Silicon Q = {Q_si:.0f}: half-wave T = {100*T_lossy_direct:.2f} %")
print(f"Water absorption coefficient / f^2: {absorption:.1e} s2/m")
print(f"Water intensity loss over {path*100:.0f} cm: "
      f"{100*water_loss[0]:.2f} % at 1 MHz, "
      f"{100*water_loss[1]:.1f} % at half-wave")
for angle in (1, 3, 5):
    pair = [100 * abs(tilted_plate(f, angle)[1])**2
            for f in (drive, f_half)]
    print(f"Tilt {angle} deg: T = {pair[0]:.2f} % at 1 MHz, "
          f"{pair[1]:.1f} % at half-wave")
print(f"Best tilt from 20 to 60 deg at 1 MHz: {angles[best]:.1f} deg, "
      f"T = {100*T_angles[best]:.1f} %")
print(f"Back reflector, amplitude {g:.1f}: net T(1 MHz) from "
      f"{100*net_low:.2f} to {100*net_high:.2f} %")
print(f"Bubble inputs: surface tension {tension:.3f} N/m, "
      f"viscosity {viscosity*1e3:.1f} mPa s")
show("Bubble radius resonant at 1 MHz", R_bub * 1e6, "um", 3)
print(f"Resonant bubbles, gas fraction {gas_fraction:.0e}: intensity loss "
      f"over {path*100:.0f} cm = {100*bubble_loss:.1f} %")
print("all assertions hold")
```

Printed output:

```
Wafer thickness: 0.775 mm
Drive frequency: 1 MHz
Water density: 1000 kg/m3
Water sound speed: 1480 m/s
Silicon density: 2330 kg/m3
Silicon C11, C12, C44: 166, 64, 80 GPa
Silicon longitudinal speed: 8441 m/s
Water impedance: 1.48 MPa s/m
Silicon impedance: 19.67 MPa s/m
Impedance ratio Z2/Z1: 13.29
Contrast M: 6.607
Wavelength in silicon at 1 MHz: 8.441 mm
Phase kd at 1 MHz: 0.5769 rad
sin(kd) at 1 MHz: 0.5454
Transmission T at 1 MHz: 7.151 %
Transmission level at 1 MHz: -11.46 dB
Reflection at 1 MHz: 92.85 %
Rigid-mass estimate of T at 1 MHz: 6.373 %
One-face intensity transmission: 26.04 %
Square of one-face transmission: 6.779 %
Half-wave frequency, formula: 5.4456 MHz
Half-wave frequency, root search: 5.4456 MHz
Half-wave quantum energy: 2.252e-08 eV
Frequency of least transmission: 2.723 MHz
Least transmission: 2.24 %
Half-power full width: 0.5268 MHz
Round trips to reach 99 % at half-wave: 17
Build-up time to 99 %: 3.12 us
Incident intensity: 1 W/cm2
Transmitted intensity: 0.0715 W/cm2
Incident pressure amplitude: 172 kPa
Peak front-side pressure amplitude: 338 kPa
Transmitted pressure amplitude: 46 kPa
Atmospheric pressure: 101 kPa
Thickness 0.755 mm: T(1 MHz) = 7.47 %, half-wave = 5.590 MHz
Thickness 0.795 mm: T(1 MHz) = 6.86 %, half-wave = 5.309 MHz
Water at 60 C (983 kg/m3, 1550 m/s): T(1 MHz) = 7.55 %
Silicon 40 K warmer (C11 slope -8e-05 per K): half-wave shift = -0.16 %
Silicon Q = 1000: half-wave T = 97.93 %
Water absorption coefficient / f^2: 2.5e-14 s2/m
Water intensity loss over 10 cm: 0.50 % at 1 MHz, 13.8 % at half-wave
Tilt 1 deg: T = 7.14 % at 1 MHz, 99.6 % at half-wave
Tilt 3 deg: T = 7.09 % at 1 MHz, 79.1 % at half-wave
Tilt 5 deg: T = 7.00 % at 1 MHz, 39.5 % at half-wave
Best tilt from 20 to 60 deg at 1 MHz: 30.2 deg, T = 100.0 %
Back reflector, amplitude 0.1: net T(1 MHz) from 5.89 to 8.67 %
Bubble inputs: surface tension 0.072 N/m, viscosity 1.0 mPa s
Bubble radius resonant at 1 MHz: 3.16 um
Resonant bubbles, gas fraction 1e-09: intensity loss over 10 cm = 10.5 %
all assertions hold
```
